# Why edge contacts can avoid the resistance rise of short top contacts

## 1. A sheet without resistance

Let a conducting sheet of width $W$ run under a metal strip that covers a length $L$ of it, measured along the current. Suppose first that the covered part of the sheet has no resistance. It is then at one voltage $V$ relative to the metal.

In a top contact, current crosses the covered area. If the interface has resistivity $\rho_c$ (unit $\Omega\,\mathrm{m^2}$), the current density through it is $V/\rho_c$, and the total current is $I=VWL/\rho_c$. In an edge contact, the sheet ends at the metal and is bonded to it along a line of length $W$. If that line has resistance $r_e$ (unit $\Omega\,\mathrm{m}$), the current is $I=VW/r_e$.

Define the contact resistance multiplied by width, $R=WV/I$. The two cases give

$$R_{\rm top}=\frac{\rho_c}{L},\qquad R_{\rm edge}=r_e .$$

Shortening the metal removes injecting area from the top contact. It removes nothing from the injecting line of the edge contact, whose length is $W$. What remains is to see whether this difference survives sheet resistance, ballistic motion and the resistance of the metal itself.

Throughout, the response is linear, the device is uniform across its width, and the doping and bonding do not change with $L$. Where the Fermi wavevector $k_F$ appears, the temperature is taken low enough for the carriers to be degenerate. Numerical values of $R$ are in $\Omega\,\mu\mathrm{m}$, where $1\ \Omega\,\mathrm{m}=10^6\ \Omega\,\mu\mathrm{m}$.

## 2. Contribution of the sheet under a top contact

Let the covered sheet have resistance $R_s$ per square. Put $x=0$ where the metal begins and $x=L$ where the sheet ends. Let $V(x)$ be the sheet voltage relative to an equipotential metal, and $i(x)$ the sheet current per unit width, positive towards $x=L$. Ohm's law along the sheet and loss of current into the metal give

$$V'=-R_s\,i,\qquad i'=-\frac{V}{\rho_c}.$$

No current leaves the far end of a pure top contact, so $i(L)=0$.

**A bound for any sheet.** These equations limit the current even if $R_s$ varies with $x$. From the product rule,

$$(Vi)'=V'i+Vi'=-R_s i^2-\frac{V^2}{\rho_c}\le 0 .$$

Since $Vi$ vanishes at $x=L$ and does not increase with $x$, it is nonnegative everywhere. Therefore $(V^2)'=2VV'=-2R_sVi\le0$, and $|V(x)|$ is nowhere larger than the applied value $V(0)>0$. Integrating the loss of current,

$$i(0)=\int_0^L\frac{V(x)}{\rho_c}\,dx\le\frac{V(0)L}{\rho_c},
\qquad R_{\rm top}=\frac{V(0)}{i(0)}\ge\frac{\rho_c}{L}.$$

Improving the sheet under the metal cannot remove the $1/L$ rise. Sheet resistance only adds to the value found in Section 1.

**The uniform sheet.** For constant $R_s$, differentiating the first equation and inserting the second gives

$$V''=\frac{V}{L_T^2},\qquad L_T=\sqrt{\frac{\rho_c}{R_s}} .$$

The transfer length $L_T$ is the decay length of the voltage under a long contact. The condition $i(L)=0$ means $V'(L)=0$, which selects

$$V=A\cosh\frac{L-x}{L_T},\qquad
i=-\frac{V'}{R_s}=\frac{A}{R_sL_T}\sinh\frac{L-x}{L_T}.$$

With $Z=R_sL_T=\sqrt{\rho_cR_s}$, the ratio at $x=0$ is

$$R_{\rm top}=Z\coth\frac{L}{L_T}.$$

For $L\gg L_T$ this tends to $Z$: the extra length carries little current. For $L\ll L_T$, use $\coth u=1/u+u/3+\dots$, together with $ZL_T=\rho_c$ and $Z/L_T=R_s$:

$$R_{\rm top}=\frac{\rho_c}{L}+\frac{R_sL}{3}+\dots$$

The first term is the interface and the second the sheet. As $L$ shrinks, the sheet term vanishes while the interface term diverges.

A useful measure of steepness is the local exponent. With $u=L/L_T$,

$$-\frac{d\ln R_{\rm top}}{d\ln L}
=u\,\frac{1/\sinh^2u}{\cosh u/\sinh u}
=\frac{u}{\sinh u\cosh u}=\frac{2u}{\sinh 2u}.$$

It is near zero for a long contact and tends to one for a short one.

**Numbers.** Take round model parameters: $R_s=10^4\ \Omega$ per square and $L_T=40$ nm. Then $\rho_c=R_sL_T^2=1.6\times10^{-11}\ \Omega\,\mathrm{m^2}$ and $Z=R_sL_T=400\ \Omega\,\mu\mathrm{m}$. At $L=10$ nm the interface term is $1600\ \Omega\,\mu\mathrm{m}$ and the sheet term is $33\ \Omega\,\mu\mathrm{m}$, together $1633\ \Omega\,\mu\mathrm{m}$. The interface therefore supplies about 98% of the resistance.

## 3. Does the rise depend on diffusion?

The line equations assume that carriers scatter often under the metal. For a degenerate sheet of density $n$ and degeneracy $g$, the Fermi wavevector is $k_F=\sqrt{4\pi n/g}$. With effective mass $m$, Fermi speed $v=\hbar k_F/m$ and scattering time $\tau_s$, the Drude relation $1/R_s=ne^2\tau_s/m$ gives the mean free path

$$v\tau_s=\frac{\hbar k_F}{ne^2R_s}.$$

Choose $n=10^{17}\ \mathrm{m^{-2}}$ and $g=4$. Then $k_F=5.6\times10^8\ \mathrm{m^{-1}}$ and the mean free path is 2.3 nm. Since $k_Fv\tau_s$ is only about 1.3, this Drude value is a rough estimate. A 5 nm contact is only about two mean free paths long, so the opposite limit, without scattering, deserves its own calculation.

Let a carrier under the metal escape into it at a rate $1/\tau$, the same for all directions. A voltage $V$ adds $eVD$ carriers per area, where $D$ is the density of states per area and energy. Each carries charge $e$ out at rate $1/\tau$, so $1/\rho_c=e^2D/\tau$. Counting states in a circular band gives

$$D=\frac{g k_F}{2\pi\hbar v}=\frac{g k_F}{hv},\qquad
\ell_t\equiv v\tau=ve^2D\rho_c=\frac{ge^2}{h}k_F\rho_c .$$

The escape length $\ell_t$ is about 1390 nm here. A carrier entering at angle $\theta$ to the normal crosses the strip, reflects specularly at the far end and returns, covering a path $2L/\cos\theta$. Neglecting interference, it escapes with probability

$$P(\theta)=1-\exp\left(-\frac{2L}{\ell_t\cos\theta}\right).$$

Each transverse mode contributes $(ge^2/h)P$ to the conductance. Modes are spaced by $2\pi/W$ in $k_y=k_F\sin\theta$, so

$$\frac1R=\frac{ge^2}{h}\int_{-k_F}^{k_F}\frac{dk_y}{2\pi}P
=\frac{ge^2}{h}\frac{k_F}{2\pi}\int_{-\pi/2}^{\pi/2}\cos\theta\,P(\theta)\,d\theta .$$

Because $1-e^{-a}\le a$, the integrand is at most $2L/\ell_t$. Hence

$$\frac1R\le\frac{ge^2}{h}\frac{k_F}{2\pi}\frac{2\pi L}{\ell_t}
=\frac{ge^2}{h}\frac{k_FL}{\ell_t}=\frac{L}{\rho_c}.$$

As $L\to0$, $P$ approaches its linear form at every angle below $\pi/2$, and the ratio of the two sides tends to one; the excess $R-\rho_c/L$ itself grows, but only logarithmically in $1/L$. As long as interference can be neglected, the ballistic top contact therefore has the same bound and the same $1/L$ form for $L\ll\ell_t$.

At $L=5$ nm, numerical quadrature of the angular integral gives $3249\ \Omega\,\mu\mathrm{m}$, against $3217\ \Omega\,\mu\mathrm{m}$ from the diffusive formula. They differ by about 1%. The Fermi wavelength is 11 nm, however, so at 5 nm interference is not negligible and the ballistic figure is only an estimate. If the wavefunction vanishes at the end of the sheet, few carriers are found near that end: the 5 nm value rises to about $3650\ \Omega\,\mu\mathrm{m}$, and the resistance of a much shorter contact approaches a $1/L^3$ rise. If instead its slope vanishes there, the resistance falls below $\rho_c/L$, to about 0.93 of it at 5 nm and half of it for a very short contact, while the rise stays $1/L$. In both calculations the weak point is the short time available for escape through the top interface.

## 4. Contribution of the edge bond

At an edge contact a carrier meets the metal when it reaches the end of the sheet. The number of transverse modes arriving there, for each of the $g$ degenerate species, is $2k_F/(2\pi/W)=k_FW/\pi$. If $\bar T$ is their mean transmission,

$$\frac1{r_e}=\frac{ge^2}{h}\frac{k_F}{\pi}\bar T .$$

This count contains the width but not the metal length. It presumes that a transmitted carrier is absorbed by the metal and does not return coherently from its far wall.

For an explicit $\bar T$, represent the bond by a barrier $U\delta(x)$, with $x$ now measured from the bond, between media having the same band. This is a crude picture of a metal, but it shows how bond quality enters. For normal wavevector $q=k_F\cos\theta$, let the reflected and transmitted amplitudes be $r$ and $t$. Continuity and the jump in slope require

$$1+r=t,\qquad iqt-iq(1-r)=2zk_Ft,\qquad z=\frac{mU}{\hbar^2k_F}.$$

Substituting $r=t-1$ gives $2iq(t-1)=2zk_Ft$, so $t=iq/(iq-zk_F)$ and

$$T=|t|^2=\frac{q^2}{q^2+z^2k_F^2}
=\frac{\cos^2\theta}{\cos^2\theta+z^2}.$$

Modes are uniform in $s=k_y/k_F=\sin\theta$. Their average is

$$\bar T=\int_0^1\frac{1-s^2}{1+z^2-s^2}\,ds
=1-z^2\int_0^1\frac{ds}{1+z^2-s^2}
=1-\frac{z^2}{\sqrt{1+z^2}}\,\mathrm{artanh}\frac1{\sqrt{1+z^2}} .$$

For $z=0$ every mode passes, and $r_e=\pi h/(ge^2k_F)=36.2\ \Omega\,\mu\mathrm{m}$ with the parameters above. For the chosen barrier $z=3$, $\bar T=0.0681$ and

$$r_e=\frac{36.2}{0.0681}\ \Omega\,\mu\mathrm{m}\approx531\ \Omega\,\mu\mathrm{m}.$$

This is the resistance between two reservoirs. When the bond is joined to a diffusive sheet, somewhat more than half of the 36.2 drops out, leaving about $510\ \Omega\,\mu\mathrm{m}$. This 4% change is neglected below; including it would move the crossover of Section 7 from 39 to about 42 nm and put the edge just below the top contact in the 40 nm row of the table. The value is also a low-temperature one. For $m=0.5\,m_e$, with $m_e$ the free-electron mass, the Fermi energy $\hbar^2k_F^2/(2m)$ is only 24 meV, close to the thermal energy at room temperature, where thermal averaging at the same $n$ and $U$ lowers $r_e$ to about $390\ \Omega\,\mu\mathrm{m}$. That is below $Z$, so with $R_s$ and $\rho_c$ unchanged the crossover found in Section 7 would disappear at 300 K. The edge is far from transparent, so its insensitivity to $L$ does not rest on a perfect bond. A poorer bond raises the whole curve without making it steep.

## 5. Contribution of the metal

The edge contact has one remaining dependence on $L$: the current must leave through the metal. Model this as a plug of length $L$, height $h$ and resistivity $\rho_m$. From here on, $h$ is this height and no longer Planck's constant. Current enters through a side window of height $d$ at the bottom and leaves through the equipotential top.

Let $\zeta$ be the height and $x$ the distance from the fed side. The metal potential $\phi$ obeys Laplace's equation, with no flux through $\zeta=0$ or $x=L$, and $\phi=0$ at $\zeta=h$. These conditions give

$$\phi=\sum_{n=0}^{\infty}A_n\cos(k_n\zeta)\cosh[k_n(L-x)],\qquad
k_n=\frac{(n+\frac12)\pi}{h}.$$

Let $i$ be the injected current per width. At $x=0$, the flux $-\phi_x/\rho_m$ equals $i/d$ for $\zeta<d$ and zero above. Multiplying by $\cos(k_n\zeta)$ and integrating over the height, with $\int_0^h\cos^2(k_n\zeta)\,d\zeta=h/2$, gives

$$A_nk_n\sinh(k_nL)\frac h2=\rho_m\frac id\frac{\sin(k_nd)}{k_n}.$$

Averaging $\phi$ over the window supplies another factor $\sin(k_nd)/(k_nd)$. Division by $i$ then yields

$$R_m=\frac{2\rho_m}{hd^2}\sum_{n=0}^{\infty}
\frac{\sin^2(k_nd)\coth(k_nL)}{k_n^3},\qquad
R_{\rm edge}=r_e+R_m(L).$$

For a narrow plug and a small window, the leading terms have $\sin(k_nd)\approx k_nd$ and $\coth(k_nL)\approx1/(k_nL)$. Since $\sum_n k_n^{-2}=h^2/2$,

$$R_m\approx\frac{2\rho_m}{hL}\frac{h^2}{2}=\frac{\rho_mh}{L}.$$

So an edge contact is not strictly independent of metal length. It too has a $1/L$ term, but with coefficient $\rho_mh$ instead of $\rho_c$. Take $\rho_m=2\times10^{-7}\ \Omega\,\mathrm{m}$, $h=30$ nm and $d=0.6$ nm. The ratio of coefficients is

$$\frac{\rho_mh}{\rho_c}=\frac{6\times10^{-15}}{1.6\times10^{-11}}
=3.75\times10^{-4}.$$

At $L=5$ nm the simple estimate is $1.2\ \Omega\,\mu\mathrm{m}$, and numerical summation of the series gives $1.4\ \Omega\,\mu\mathrm{m}$. At this length and geometry, $\rho_m$ would have to rise by a factor of about 370 for the metal to match $r_e$. Ohmic conduction is itself only an estimate at such sizes. A top contact also needs a metal path, whose resistance was omitted by taking its metal as equipotential.

## 6. Adding an edge to a top contact

The role of the edge can be isolated by keeping the top interface and changing one boundary condition. Bond the far end of the covered sheet to the metal, so that $V(L)=r_e\,i(L)$ replaces $i(L)=0$. With $u=(L-x)/L_T$, the general solution is

$$V=A\cosh u+B\sinh u,\qquad
i=\frac1Z(A\sinh u+B\cosh u).$$

At $u=0$ the new condition reads $A=r_eB/Z$. Choosing $B=Z$ and $A=r_e$, since a common factor cancels, gives at $x=0$

$$R_{\rm comb}=Z\,\frac{r_e+Zt_L}{Z+r_et_L},\qquad t_L=\tanh\frac L{L_T}.$$

For $r_e\to\infty$ this returns $Z/t_L$, the pure top contact. For finite $r_e$ it tends to $r_e$ as $L\to0$ and to $Z$ as $L\to\infty$. Its derivative,

$$\frac{dR_{\rm comb}}{dt_L}=\frac{Z(Z^2-r_e^2)}{(Z+r_et_L)^2},$$

has one sign, so the resistance stays between these two values. Within the line model, any nonzero end conductance is enough to remove the divergence. Current that cannot escape through the shrinking area has another exit.

## 7. Weighing the contributions

The resistances below are in $\Omega\,\mu\mathrm{m}$. The edge column includes $R_m$.

| $L$ (nm) | Top | Edge | Combined |
|---:|---:|---:|---:|
| 200 | 400 | 532 | 400 |
| 80 | 415 | 532 | 402 |
| 40 | 525 | 532 | 416 |
| 20 | 866 | 532 | 444 |
| 10 | 1633 | 532 | 475 |
| 5 | 3217 | 533 | 499 |

From 40 nm to 5 nm the top contact grows by a factor of 6.1, while the edge contact grows by about 0.15%. At 5 nm their local exponents are 0.99 and 0.002. For a device $1\ \mu\mathrm{m}$ wide, the resistances there are about 3.2 kΩ and 0.53 kΩ.

The long contacts reverse the ranking. At 200 nm the top contact is better, because its $Z=400\ \Omega\,\mu\mathrm{m}$ lies below $r_e=531\ \Omega\,\mu\mathrm{m}$. Neglecting the small $R_m$, the crossover follows from $Z\coth(L^*/L_T)=r_e$:

$$L^*=L_T\,\mathrm{artanh}\frac Z{r_e}\approx39\ \mathrm{nm}.$$

This crossover exists if $r_e>Z$. If $r_e\le Z$, the edge wins at every finite length in this approximation, since $\coth(L/L_T)>1$. When $r_e$ lies within $R_m$ of $Z$, a long top contact can still be slightly better. The crossover lies close to $L_T$ here because of the chosen $r_e/Z$. A much poorer edge would win only at a much shorter length.

The advantage therefore has two separate requirements. To avoid the steep rise, the bond must keep its transmission as the metal shrinks, and $\rho_mh/L$ must stay small compared with $r_e$. To have the lower resistance at a given length, $r_e+R_m$ must also lie below $Z\coth(L/L_T)$. A process that damages the edge, or depletes the sheet beside it, as the contact is made smaller would break the first requirement, and $r_e$ would then depend on $L$ after all.
